# Oxygen vacancies below a metal gate: equilibrium density with dipole feedback, part 1

(Sections cited here and not found follow in the second part.)

## First half: from one vacancy to a self-consistent density

An oxide film of high permittivity lies under a metal gate. During a hot anneal, oxygen can leave the film. Each missing oxygen atom leaves a vacancy of charge $+2e$, and its two electrons go to the gate. The positive vacancies and the negative gate charge form a dipole layer, which changes the effective work function of the gate and also the cost of making further vacancies. The problem is to find the equilibrium density when this feedback is included.

The model has one plane of oxygen sites, parallel to the gate at depth $d$, with $M$ sites per unit area. The number of vacancies per unit area is $n$, and the treatment is dilute: $n\ll M$. Other planes hold no vacancies. The gate is an ideal conductor with its surface at $z=0$, and $z$ increases into the oxide. The oxide has the uniform permittivity $\varepsilon=\varepsilon_r\varepsilon_0$. Temperature $T$ and oxygen pressure $p$ are fixed, $k$ is Boltzmann's constant, and $e$ is the positive elementary charge. The electrostatic potential $\varphi$ is zero at the gate. A free energy of formation is positive when it opposes formation.

### (a) What does one isolated vacancy cost?

Write the free energy of forming a single doubly charged vacancy when no others are present. Show how it depends on the work function of the gate and on the oxygen pressure. Leave the attraction between the vacancy and the gate for part (b).

**Solution.** The reaction is

$$\text{lattice oxygen}\;\rightarrow\;V^{2+}+2e^-(\text{gate})+\tfrac12\,\mathrm{O_2}.$$

It can be split into three stages, because a free energy difference depends on the end states and not on the path.

First, remove an oxygen atom from the lattice, leave a charge $+2e$ behind, and place the two electrons at the edge of the oxide conduction band. Let $G_c$ be the free energy of this stage without the contribution of the released oxygen. It includes the change in lattice vibrations. It excludes the entropy of choosing a site, which will be counted in part (e).

Second, add the released oxygen atom to the gas. This costs the chemical potential $\mu_O$ per atom. For an ideal gas of $\mathrm{O_2}$ molecules,

$$\mu_O=\tfrac12\left[\mu^\circ(T)+kT\ln\frac{p}{p^\circ}\right],$$

where $\mu^\circ$ is the chemical potential of the molecular gas at the reference pressure $p^\circ$. The factor one half appears because one atom is half a molecule.

Third, move both electrons from the conduction-band edge to the Fermi level of the gate. The effective work function $\Phi$ is defined here by the band offset: $\Phi-\chi$ is the energy of the oxide conduction-band edge above the gate Fermi level, and $\chi$ is the electron affinity of the oxide. The band edge is taken in the field-free oxide beyond any dipole layer at the gate. Let $\Phi_0$ be the value of $\Phi$ without vacancies. Each electron then lowers its energy by $\Phi_0-\chi$.

The sum of the three stages is

$$g_\infty=G_c+\mu_O-2(\Phi_0-\chi).$$

The subscript marks the absence of the image attraction: this is the cost at a large distance from the gate, with flat oxide bands. A larger work function makes the vacancy cheaper, by 2 eV for each eV of work function, because two electrons are transferred. A higher oxygen pressure makes it more expensive.

The gate is so large that receiving two electrons does not change its Fermi level. Equilibrium with the gate requires that electrons can cross the oxide between the vacancy and the metal. Equilibrium with the gas requires that oxygen can enter or leave the film. These are separate kinetic conditions, and the second is the more demanding one in a closed gate stack, since it involves the motion of atoms.

### (b) How does the gate attract a single vacancy?

Find the change in the free energy when the isolated vacancy is placed at depth $d$.

**Solution.** A charge $q=2e$ at distance $z$ from a conductor induces a negative surface charge. Outside the conductor, the field of that surface charge equals the field of an image charge $-q$ at $-z$. This construction makes the potential zero at the gate, as required. The distance between charge and image is $2z$, so the attractive force has the magnitude

$$F(z)=\frac{q^2}{4\pi\varepsilon(2z)^2}=\frac{q^2}{16\pi\varepsilon z^2}.$$

The energy falls as the charge moves from infinity to $d$:

$$\Delta G_{\rm image}=-\int_d^\infty F(z)\,dz
=-\frac{q^2}{16\pi\varepsilon}\int_d^\infty\frac{dz}{z^2}
=-\frac{q^2}{16\pi\varepsilon d}.$$

With $q^2=4e^2$ this is $-e^2/(4\pi\varepsilon d)$. The complete free energy of an isolated vacancy at depth $d$ is therefore

$$g=G_c+\mu_O-2(\Phi_0-\chi)-\frac{e^2}{4\pi\varepsilon d}.\qquad(1)$$

The image energy is half of $q$ times the potential of the image, because the image moves with the charge: the induced charge is built up together with the approach. The integral of the force contains this factor already.

The expression holds for a uniform dielectric that extends far beyond $d$. A second material close behind the plane, with another permittivity, would add its own image terms to $g$. It would also change the interaction of two vacancies at a given separation, but not the laterally averaged potential of a sheet whose compensating charge is all on the gate. The mean-field equations below would therefore keep their form, with a changed constant $g$.

### (c) What does a sheet of vacancies do to the work function?

Let the plane contain $n$ vacancies per area. Assume that all the compensating negative charge is on the gate. Find the mean potential at the plane and the change of the effective work function.

**Solution.** The plane carries the charge density $\sigma=2en$, and the gate carries $-\sigma$. Average the potential over directions parallel to the gate. The average of Poisson's equation contains derivatives along $z$ and no others, since the lateral derivatives average to zero over a large area. The averaged problem is that of two uniform sheets.

Beyond the plane the enclosed charge is zero, so the mean field there vanishes. Between the gate and the plane, Gauss's law gives

$$\varepsilon E_z=-\sigma .$$

The negative sign means that the field points from the positive vacancies towards the gate. With $\varphi(0)=0$,

$$\varphi(d)=-\int_0^d E_z\,dz=\frac{\sigma d}{\varepsilon}=\frac{2end}{\varepsilon}.$$

The potential keeps this value for all $z>d$. An electron has charge $-e$, so its energy in the oxide beyond the plane is lowered by $e\varphi(d)$. The conduction-band edge moves down relative to the gate Fermi level, and the effective work function falls:

$$\Phi_{\rm eff}=\Phi_0-\Delta\Phi,\qquad
\Delta\Phi=\frac{2e^2nd}{\varepsilon}.\qquad(2)$$

Equation (2) uses the lateral average alone. For a given $n$ it holds for any arrangement of the vacancies in the plane, whether random or ordered. The arrangement matters for the value that $n$ takes in equilibrium, because a vacancy responds to the potential at its own position.

### (d) What does one vacancy feel from the others?

Treat the vacancies as point charges with images. Find the interaction of two of them, and then the mean energy of one vacancy in the field of all the others when their positions are uncorrelated.

**Solution.** Let two vacancies have the lateral separation $r$. The second vacancy produces a potential by its own charge, at distance $r$ from the first, and by its image, at distance $\sqrt{r^2+4d^2}$. The interaction energy is

$$u(r)=\frac{4e^2}{4\pi\varepsilon}\left[\frac1r-\frac1{\sqrt{r^2+4d^2}}\right].\qquad(3)$$

There is no factor one half here. The total energy is half the sum of each charge times the potential at it. The pair appears twice in that sum: once as the first charge in the potential of the second, and once the other way round. The two contributions are equal, and together they give (3). The attraction of each vacancy to its own image is not part of $u$, since it has been included in $g$.

If the positions are uncorrelated, the density of other vacancies is $n$ at every separation. Their mean energy with the chosen vacancy is $n$ times the integral of $u$ over the plane. Up to a radius $R$,

$$\int_0^R2\pi r\,u(r)\,dr
=\frac{2e^2}{\varepsilon}\int_0^R\left[1-\frac{r}{\sqrt{r^2+4d^2}}\right]dr .$$

The prefactor follows from $2\pi\cdot4e^2/(4\pi\varepsilon)=2e^2/\varepsilon$. The derivative of $\sqrt{r^2+4d^2}$ is $r/\sqrt{r^2+4d^2}$, so

$$\int_0^R2\pi r\,u\,dr=\frac{2e^2}{\varepsilon}
\left[R+2d-\sqrt{R^2+4d^2}\right].\qquad(4)$$

To take $R\to\infty$, write

$$\sqrt{R^2+4d^2}-R=\frac{4d^2}{\sqrt{R^2+4d^2}+R}\rightarrow0 .$$

The integral over the whole plane is $4e^2d/\varepsilon$, and the mean interaction energy of one vacancy is

$$n\int_0^\infty2\pi r\,u(r)\,dr=\frac{4e^2nd}{\varepsilon}=2e\,\varphi(d)=2\,\Delta\Phi .\qquad(5)$$

This agrees with the energy of a charge $2e$ in the mean potential of part (c). Without the images the integral would grow in proportion to $R$. The gate makes it finite, because a vacancy and its image together act at large distance as a dipole.

Equation (5) is the mean-field approximation. Its assumption is now visible: the neighbours have the density $n$ even at small $r$, where the repulsion would in fact keep them away. Part (i) returns to this point.

### (e) Which density minimizes the grand potential?

Construct the grand potential per area, including the entropy of choosing sites. Derive the condition for equilibrium and show that it has one solution.

**Solution.** Consider an area $A$ with $S=MA$ sites and $N=nA$ vacancies. The number of arrangements is

$$\Omega=\frac{S!}{N!\,(S-N)!}.$$

The ratio $S!/(S-N)!$ is a product of $N$ factors, from $S$ down to $S-N+1$. For $N\ll S$ each factor is close to $S$, and the dilute form is $\Omega\simeq S^N/N!$. Stirling's formula $\ln N!\simeq N\ln N-N$ then gives

$$\ln\Omega\simeq N\ln S-N\ln N+N=-N\left[\ln\frac nM-1\right],$$

since $N/S=n/M$. The entropy $k\ln\Omega$ contributes $-kT\ln\Omega$ to the grand potential.

There are $N(N-1)/2\simeq N^2/2$ pairs. For uncorrelated positions the mean energy of a pair is the plane integral of $u$ divided by $A$, which is $4e^2d/(\varepsilon A)$. The interaction energy per area is therefore

$$\frac1A\,\frac{N^2}{2}\,\frac{4e^2d}{\varepsilon A}=\frac{2e^2d\,n^2}{\varepsilon}.$$

The energy of the mean field gives the same value: a layer of thickness $d$ with a field of magnitude $\sigma/\varepsilon$ stores $\tfrac12\varepsilon(\sigma/\varepsilon)^2d=\sigma^2d/(2\varepsilon)=2e^2n^2d/\varepsilon$.

The exchange of oxygen with the gas and of electrons with the gate is contained in $g$. The grand potential per area is

$$\omega(n)=kT\,n\left[\ln\frac nM-1\right]+g\,n+\frac{2e^2d}{\varepsilon}\,n^2.\qquad(6)$$

In the derivative of the first term, the derivative of the logarithm contributes $+1$, which cancels the $-1$. Hence

$$\omega'(n)=kT\ln\frac nM+g+\frac{4e^2d}{\varepsilon}\,n,\qquad
\omega''(n)=\frac{kT}{n}+\frac{4e^2d}{\varepsilon}>0 .$$

The quadratic energy carries the factor 2, and its derivative carries the factor 4. The latter is the energy (5) felt by one added vacancy. Setting $\omega'=0$ gives

$$n=M\exp\left[-\frac{g+4e^2nd/\varepsilon}{kT}\right].\qquad(7)$$

The function $\omega'$ rises steadily from $-\infty$ at $n\to0$ to $+\infty$ at $n\to\infty$. It has one zero, and because $\omega''>0$ this zero is the minimum of $\omega$. The model has no second solution and no jump in density. The root is meaningful when it satisfies $n\ll M$, which has to be checked afterwards.

### (f) Can the density be written in closed form?

Solve (7) for $n$, and give the corresponding shift of the work function.

**Solution.** The exponent in (7) contains $n$ in the combination $4e^2dn/(\varepsilon kT)$. This suggests the density scale

$$n_*=\frac{\varepsilon kT}{4e^2d},\qquad w=\frac{n}{n_*}.$$

At $n=n_*$ the mean repulsion felt by a vacancy equals $kT$. In terms of $w$, (7) becomes

$$n_*w=M e^{-g/kT}e^{-w}.$$

Multiply by $e^w$ and divide by $n_*$:

$$w\,e^w=x,\qquad x=\frac{M}{n_*}e^{-g/kT}.\qquad(8)$$

The Lambert function $W$ is defined as the solution of $We^W=x$. Here $x>0$. A negative $w$ would make $we^w$ negative, so $w$ must be positive. For $w\ge0$ the product $we^w$ increases steadily from zero to infinity, and there is one solution. It belongs to the principal branch $W_0$, the branch that passes through $W_0(0)=0$. Therefore

$$n=\frac{\varepsilon kT}{4e^2d}\,
W_0\!\left(\frac{4e^2dM}{\varepsilon kT}\,e^{-g/kT}\right).\qquad(9)$$

Insert $n=n_*W_0$ into (2):

$$\Delta\Phi=\frac{2e^2d}{\varepsilon}\,\frac{\varepsilon kT}{4e^2d}\,W_0(x)
=\frac{kT}{2}\,W_0(x).\qquad(10)$$

The value of $W_0$ is the mean repulsion energy (5) felt by one vacancy, in units of $kT$. The work function shifts by half that energy, because the vacancy has charge $2e$ and the electron has charge $-e$. The depth and the permittivity have dropped out of the prefactor in (10), but they remain in $x$, both through $n_*$ and through the image energy in $g$.

## Second half: responses, numbers and limits

The second half uses these symbols and results. A plane at depth $d$ has $M$ oxygen sites and $n$ doubly charged vacancies per area, in an oxide of permittivity $\varepsilon$. The free energy of an isolated vacancy is $g$. It contains $-2\Phi_0$, where $\Phi_0$ is the effective work function without vacancies, and $\tfrac12kT\ln p$, where $p$ is the oxygen pressure. With $n_*=\varepsilon kT/(4e^2d)$ and $x=(M/n_*)e^{-g/kT}$, mean-field equilibrium gives

$$n=n_*W,\qquad \Delta\Phi=\frac{2e^2nd}{\varepsilon}=\frac{kT}{2}W,\qquad We^W=x,$$

where $W=W_0(x)$ and $\Phi_{\rm eff}=\Phi_0-\Delta\Phi$. The grand potential per area has the second derivative $\omega''=kT/n+4e^2d/\varepsilon$. The pair interaction is $u(r)$, and its integral over the plane is $4e^2d/\varepsilon=kT/n_*$.

### (g) How strongly does the feedback resist a change?

Find the limits of weak and strong feedback. Then find how $\Phi_{\rm eff}$ responds to $\Phi_0$, how $n$ responds to the oxygen pressure, and how much the number of vacancies fluctuates.

This part has derived the mean-field equilibrium density of vacancies in one plane, and the resulting work-function shift, in closed form. The answer to (g) remains, followed by a numerical example, a test of the mean field, the effect of a conducting substrate, and estimates of other neglected effects.
